\section*{Reduced activation energy and the fitted exponent in hopping conduction}

\section*{Question}

The ohmic conductivity of a disordered film is described by
\begin{equation}
\sigma(T)=A\,T^{m}\exp\!\left[-\left(\frac{T_0}{T}\right)^{p}\right],
\qquad p>0,\quad T_0>0,
\label{law}
\end{equation}
where $A$, $m$, $p$ and $T_0$ do not depend on temperature. Write
\[
x=\left(\frac{T_0}{T}\right)^{p},\qquad u=\ln T,\qquad W=\frac{d\ln\sigma}{d\ln T}.
\]
The logarithm is taken of the numerical value of each quantity in a fixed unit. A change of unit adds a constant to $u$ or $\ln\sigma$ and leaves $W$ unchanged. Atomic units ($\hbar=e=m_e=4\pi\epsilon_0=1$) are used in the algebra, with $k_B$ kept explicit.

\section*{Part (a)}

\textbf{Show that $W=m+p(T_0/T)^p$. An analyst sets $m=0$ and reads the exponent from the local slope of $\ln W$ against $\ln T$. Find the error.}

\subsection*{Answer}

Since $x=T_0^{p}e^{-pu}$, we have $dx/du=-px$. The logarithm of \eqref{law} is $\ln\sigma=\ln A+mu-x$, so
\begin{equation}
W=m-\frac{dx}{du}=m+px=m+p\left(\frac{T_0}{T}\right)^{p}.
\label{W}
\end{equation}

If $m$ were zero, $\ln W=\ln p+p\ln T_0-pu$ would be a straight line of slope $-p$. The analyst therefore reports the apparent exponent $p_a=-d\ln W/du$. For general $m$, \eqref{W} gives $dW/du=p\,dx/du=-p^2x$, and where $W>0$,
\begin{equation}
p_a=-\frac1W\frac{dW}{du}=\frac{p^2x}{m+px}.
\label{pa}
\end{equation}
Subtracting $p$ over the common denominator,
\begin{equation}
p_a-p=\frac{p^2x-pm-p^2x}{m+px}=-\frac{pm}{m+px}=-\frac{pm}{W}.
\label{err}
\end{equation}
The error relative to the true $p$ is $-m/W$. A negative $m$ makes the exponent too large, a positive $m$ too small.

\emph{Limits.} For $|m|\ll px$, the denominator in \eqref{err} is nearly $px$ and
\begin{equation}
p_a-p\simeq-\frac{m}{x}=-m\left(\frac{T}{T_0}\right)^{p}.
\label{small}
\end{equation}
The error disappears as $T\to0$, but only as the power $T^p$, which is slow when $p=1/4$. In the opposite limit $x\to0$ with $m>0$, $p_a\simeq p^2x/m\to0$: the power law has taken over. With $m<0$, $W$ falls to zero at $x=-m/p$ and $p_a$ diverges there. At higher temperature $\sigma$ decreases on heating and $\ln W$ does not exist. For simple activation, $p=1$, the error is $-mT/(T_0+mT)$.

\emph{Correction.} Equation \eqref{pa} can be written $p_a=p(W-m)/W$. If $m$ is known, the true exponent is therefore
\begin{equation}
p=\frac{p_aW}{W-m}.
\label{correct}
\end{equation}
If $m$ is unknown it can be removed by another derivative: $|dW/du|=p^2x$ is proportional to $e^{-pu}$, so $p=-d\ln|dW/du|/du$. This needs the third derivative of $\ln\sigma$.

\section*{Part (b)}

\textbf{In practice a whole temperature window is fitted. The analyst adjusts $a$, $b>0$ and $q>0$ in $\ln\sigma=a-b\,e^{-qu}$ by least squares, with any positive weights, to noise-free data from \eqref{law} at four or more temperatures. Assume $W>0$ in the window. Show that the fitted $q$ lies between the values of $p_a$ at the two ends of the window. What changes if $\ln W$ is fitted by a straight line, or if the exponent is held at its true value?}

\subsection*{Answer}

Let $r(u)=\ln\sigma-a+b\,e^{-qu}$ be the residual, and $w_i$ the weights. Setting the derivatives of $\sum_i w_ir_i^2$ with respect to $a$, $b$ and $q$ to zero, and dividing out $b\neq0$ in the last, gives
\begin{equation}
\sum_iw_ir_i=0,\qquad \sum_iw_ir_ie^{-qu_i}=0,\qquad \sum_iw_ir_iu_ie^{-qu_i}=0 .
\label{orth}
\end{equation}
Hence $\sum_iw_ir_i\phi(u_i)=0$ for every combination $\phi=c_0+(c_1+c_2u)e^{-qu}$.

\emph{Zeros of $\phi$.} Its derivative is $(c_2-qc_1-qc_2u)e^{-qu}$. Unless $\phi$ is constant, this has at most one zero. By Rolle's theorem a nonzero $\phi$ has at most two zeros. If it has two, $\phi'$ vanishes between them and nowhere else, so $\phi$ changes sign at both.

\emph{Sign changes of the residual.} Suppose the $r_i$ are not all zero and change sign at most twice. Two zeros of $\phi$ can be prescribed, because they impose two linear conditions on three coefficients. Put one between the data points at each sign change. If there is one change, put the spare zero outside the window; if there is none, take $\phi=1$. Then $r_i\phi(u_i)$ has the same sign wherever $r_i\neq0$, and its weighted sum cannot vanish, contrary to \eqref{orth}. So there are at least three sign changes, and $r(u)$ has at least three zeros. If all $r_i$ vanish, it has at least four.

\emph{From zeros to the exponent.} Between neighbouring zeros of $r$ its derivative vanishes. So at two or more temperatures $W=W_{\rm fit}$, where $W_{\rm fit}=bq\,e^{-qu}$. Both are positive, and $\ln W-\ln W_{\rm fit}$ vanishes at these temperatures. Between them lies a temperature $T_*$ where its derivative, $-p_a+q$, vanishes:
\begin{equation}
q=p_a(T_*),\qquad T_*\ \text{inside the window}.
\label{bound}
\end{equation}
Since $p_a=p(1-m/W)$ and $W$ falls steadily with $T$, $p_a$ is monotonic. Thus $q$ lies between its end values, and \eqref{err} at the two ends brackets the error of the fit.

\emph{Straight-line fit of $\ln W$.} Here the residual is orthogonal to $1$ and $u$. A combination $c_0+c_1u$ has at most one zero, and the same argument gives at least two sign changes. One use of Rolle's theorem then shows that minus the fitted slope is $p_a$ at an interior temperature. The two methods obey the same bracket but need not agree.

\emph{Exponent held at $p$.} The model is now $a-(T_0'/T)^p$ and the residual is orthogonal to $1$ and $e^{-pu}$. Their combinations are monotonic or constant, so again there are two sign changes, and at one interior temperature the slopes agree:
\begin{equation}
p\left(\frac{T_0'}{T}\right)^{p}=m+px
\quad\Longrightarrow\quad
\frac{T_0'}{T_0}=\left(1+\frac{m}{px}\right)^{1/p}.
\label{T0}
\end{equation}
The second form follows on dividing by $px$ and taking the power $1/p$. For $p=1/4$ the bracket is raised to the fourth power. Even with the exponent fixed at its true value, ignoring $m$ therefore leaves an error in $T_0$.

\section*{Part (c)}

\textbf{Localized states have a constant density $g$ per energy and volume, and localization length $\xi$. A hop of length $R$ costs the exponent $2R/\xi+\Delta E/(k_BT)$. Estimate $\Delta E$, minimize, and find $p$, $T_0$ and the power $m$ implied by a prefactor $gR^2\nu$ with constant attempt frequency $\nu$.}

\subsection*{Answer}

A sphere of radius $R$ contains $\tfrac43\pi R^3g$ states per unit energy, so the nearest level available lies at about $\Delta E=3/(4\pi R^3g)$. The exponent and its stationary point are
\begin{equation}
F=\frac{2R}{\xi}+\frac{3}{4\pi R^3gk_BT},\qquad
\frac{dF}{dR}=\frac2\xi-\frac{9}{4\pi R^4gk_BT}=0,
\end{equation}
so that $R^4=9\xi/(8\pi gk_BT)$. The second term of $F$ is $R/3$ times $9/(4\pi R^4gk_BT)=2/\xi$, that is, $2R/(3\xi)$. The minimum is therefore $F=8R/(3\xi)$. Identifying it with $x$,
\begin{equation}
R=\frac38\,\xi x,\qquad
x^4=\left(\frac{8}{3\xi}\right)^4\frac{9\xi}{8\pi gk_BT}
=\frac{512}{9\pi g\xi^3k_BT}.
\end{equation}
Hence $p=1/4$ and $k_BT_0=512/(9\pi g\xi^3)$. Because $R\propto T^{-1/4}$, the prefactor varies as $R^2\propto T^{-1/2}$, and $m=-1/2$. Another model of the prefactor would give another $m$.

\section*{Part (d)}

\textbf{An amorphous In--Ga--Zn--O film has $g=2\times10^{19}\ \mathrm{eV^{-1}cm^{-3}}$, $\xi=2$ nm and $\nu=10^{13}$ Hz. Its conductivity follows the model of part (c) and is sampled at 21 evenly spaced temperatures from 50 to 100 K. Quantify the errors made by ignoring $m$. Would the quality of the fit reveal them, and could $m$ be fitted as well?}

\subsection*{Answer}

In nanometres, $g=0.02\ \mathrm{eV^{-1}nm^{-3}}$, so
\[
k_BT_0=\frac{512}{9\pi(0.02)(2)^3}\ \mathrm{eV}=113\ \mathrm{eV},
\qquad T_0=1.31\times10^6\ \mathrm K .
\]
This large $T_0$ is a scale parameter, not the energy of a hop. At the geometric centre of the window, 70.7 K, $x=11.67$ and $px=2.919$, whence
\[
W=2.919-0.5=2.419,\qquad
p_a-p=\frac{0.25\times0.5}{2.419}=0.052 .
\]
The apparent exponent is 0.302, which is 21\% above the true 0.25. The small-$m$ estimate \eqref{small} gives 0.043; it is too low because it replaces $W$ by the larger $px$.

At 50 K the error is 18.6\% and at 100 K it is 23.0\%. By \eqref{bound}, the fitted error must lie between these. The equally weighted fit of $\ln\sigma$ gives $q=0.3017$, and the line through $\ln W$ gives 0.3019. Using $q$ and the central $W$ in \eqref{correct} recovers $0.3017\times2.419/2.919=0.250$.

The largest residual of the wrong fit is $9.4\times10^{-5}$ in $\ln\sigma$, about 0.01\% of the conductivity. The root of the sum of squared residuals over the 21 points is $2.1\times10^{-4}$. Scatter of that size or more hides the misfit, so a good fit is then no evidence that $m=0$.

The fitted temperature scale suffers more. With $q$ free it is $7.0\times10^4$ K, about 19 times below the true $T_0$. Equating slopes near the centre shows why: $(T_0'/T)^q=W/q=8.02$, so $T_0'=70.7\ \mathrm K\times8.02^{1/0.3017}\simeq7.0\times10^4$ K. With the exponent held at 1/4, $T_0'=6.19\times10^5$ K. Since $g\propto1/T_0$ at fixed $\xi$, the density of states is then overestimated by a factor of 2.1.

With $T_0$, $p$ and the window held fixed, other prefactor powers give the following fits:
\begin{center}
\begin{tabular}{rrr}
$m$ & fitted $p$ & error relative to 0.25\\
$-1.0$ & 0.380 & $+52\%$\\
$-0.5$ & 0.302 & $+21\%$\\
$0.0$ & 0.250 & $0\%$\\
$+0.5$ & 0.213 & $-15\%$\\
$+1.0$ & 0.186 & $-26\%$
\end{tabular}
\end{center}
The errors are not antisymmetric in $m$ because $m$ also enters the denominator $W$.

\emph{Fitting $m$.} Let $J$ hold the derivatives of the model with respect to its parameters at each temperature. For independent noise of standard deviation $s$ in $\ln\sigma$, the linearized covariance of the parameters is $s^2(J^{T}J)^{-1}$. With $s=10^{-3}$, or 0.1\% noise, the standard deviation of $p$ is 0.004 if $m$ is known and 0.25 if $m$ is fitted. The latter equals $p$ itself. It is too large for the linear estimate to be taken literally, but a direct comparison leads to the same conclusion. With $p=0.5$ and $m=0.96$, and the other parameters refitted, the model misses the noise-free data by a sum of squares of only about $s^2$ over all 21 points. These data cannot determine both numbers.

To see the reason, measure $u$ from the window centre. The effect of changing $p$ is proportional to $u\,e^{-pu}$, apart from a multiple of $e^{-pu}$. What the functions $1$ and $e^{-pu}$ cannot imitate begins at second order:
\[
u\,e^{-pu}+\frac{e^{-pu}-1}{p}=-\frac{pu^2}{2}+O(u^3).
\]
A free $m$ adds the function $u$, and then even the quadratic term can be cancelled:
\[
u\,e^{-pu}+\frac{2(e^{-pu}-1)}{p}+u=\frac{p^2u^3}{6}+O(u^4).
\]
Here $|u|\le\tfrac12\ln2\simeq0.35$, so little signal is left. A value of $m$ from a transport model, or a much wider window within one conduction regime, is needed.

\section*{Part (e)}

\textbf{Is the prefactor the main obstacle to identifying the hopping law in such a film? Size the effects of band conduction, a band tail, a Coulomb gap, film thickness and electric field.}

\subsection*{Answer}

\emph{Band conduction.} Take the mobility edge 0.15 eV above the Fermi level, an effective mass of $0.34\,m_e$ and a band mobility of 10 cm$^2$/Vs. At 100 K the band then carries $9\times10^{-5}$ of the hopping conductivity, and the fitted exponent moves by only $-0.0003$. This depends steeply on the depth of the Fermi level: at 0.10 eV the ratio is 0.03 and the shift is $-0.10$, twice the size of the one caused by $m$. These figures take the hopping conductivity as $e^2gR^2\nu\,e^{-x}$ with unit coefficient. With the often-used factor $1/6$ the ratios are six times larger, and the shift is $-0.002$ at 0.15 eV, $-0.06$ at 0.12 eV and $-0.55$ at 0.10 eV. Band conduction is therefore negligible only if the Fermi level is deep enough.

\emph{Varying density of states.} A scaling estimate shows how large the effect can be. Allow hops with exponent up to $\eta$: their lengths are at most $\xi\eta/2$ and their energies at most $E=\eta k_BT$. A connected path requires a fixed number of states per hopping volume. Let $N(E)$ be the number of states up to $E$, averaged over both sides of the Fermi level and divided by $g$. Then
\begin{equation}
\eta^3N(\eta k_BT)=k_BT_0,\qquad \sigma\propto\eta^2e^{-\eta}.
\label{perc}
\end{equation}
The constant is chosen so that a flat density, $N=E$, returns $\eta=x$. Define $L=d\ln N/d\ln E$ and $s=-d\ln\eta/du$. Differentiating the logarithm of \eqref{perc} gives $-3s+L(1-s)=0$, so $s=L/(3+L)$. Also $W=s(\eta-2)$, and hence
\begin{equation}
p_a=-\frac{d\ln W}{du}=\frac{s\eta}{\eta-2}-\frac{d\ln s}{du}.
\label{pas}
\end{equation}

For an exponential tail of energy $E_t=0.08$ eV, $N=E_t\sinh(E/E_t)$ and $L=z\coth z$ with $z=E/E_t$. As $E$ grows on heating, $L$ and $s$ rise. The larger $s$ raises the first term of \eqref{pas}, but the second term lowers $p_a$ and prevails here: the fit gives 0.172, a shift of $-0.13$.

The Coulomb interaction depletes states near the Fermi level. For relative permittivity $\kappa$, setting the interaction $1/(\kappa r)$ equal to $\Delta$ and requiring $gr^3\Delta\sim1$ gives $\Delta\sim(g/\kappa^3)^{1/2}$, or 0.006 eV for $\kappa=12$. With the density reduced by $E^2/(E^2+\Delta^2)$, $N=E-\Delta\arctan(E/\Delta)$. For $E\gg\Delta$, $L\simeq1+\pi\Delta/(2E)$ exceeds one and falls on heating, so both terms of \eqref{pas} increase. The fit gives 0.389, a shift of $+0.09$.

In this estimate both shifts exceed the $+0.05$ caused by $m$. They were computed separately and need not add. The tail shift is the less certain, because \eqref{perc} counts all states up to the largest allowed energy $\eta k_BT$ equally. The single hop of part (c) costs only $xk_BT/4$. At that energy $z$ is about four times smaller and $L-1\simeq z^2/3$ about sixteen times smaller, so the tail would hardly matter. The gap would matter more, since its $L-1$ grows as $E$ falls. Repeating the minimization of part (c) with $\tfrac43\pi R^3gN(\Delta E)=1$ gives shifts of $-0.005$ for the tail and $+0.18$ for the gap. Within \eqref{perc} itself, a steeper tail with $E_t=0.02$ eV reverses the sign of the shift, to $+0.06$. Halving or doubling $\Delta$, which is known only in order of magnitude, gives $+0.05$ or $+0.15$. The value $-0.13$ is therefore a possible size, not a prediction. The estimate also ignores any drift of the Fermi level and the asymmetry of a tail about it.

\emph{Geometry and field.} The longest typical hop, 9.5 nm at 50 K, is about one fifth of a 50 nm film, so three-dimensional hopping is reasonable but not assured; a thinner film could change $p$. Ohmic conduction requires the energy gained from the field in one hop to be small, $eFR\ll k_BT$. At 50 K this means $F\ll0.0045$ MV/cm.

\emph{Relation to real films.} The material parameters are rough typical values, not measurements on one film. Of these, the localization length affects $T_0$ most strongly: halving it at fixed $g$ multiplies $T_0$ by eight. The 50 to 100 K window is far below the usual working temperature of oxide transistors, so the result concerns low-temperature characterization. A constant density of states is also an idealization, since amorphous oxides have band tails; how far a tail moves the fitted exponent depends on the energies of the hops that limit the current, which the scaling estimate does not settle.

For the parameters assumed here, these estimates make the prefactor one substantial obstacle among several; the Coulomb gap gives a shift of similar or larger size, but the estimates are too rough to rank the effects firmly. Correcting for $m$ removes the error \eqref{err} if \eqref{law} holds; it does not establish that law. In particular, a fitted exponent near 0.25 could result from errors of opposite sign. The main computed values are collected in the numerical output.

\section*{Computed results}
\begin{verbatim}
density of states: 2.0e+19 per eV per cm3
localization length: 2.0 nm; attempt frequency 1e+13 Hz
true p = 0.25, true m = -0.5
T0 = 1.3134e+06 K
window: 50 to 100 K, 21 points
T = 50.00 K: x = 12.731, p x = 3.183, W = 2.683
  local p_a = 0.2966, error = +0.0466 (+18.6 %), small-m estimate +0.0393
  hop length = 9.55 nm, sigma = 8.64e-05 S/cm
T = 70.71 K: x = 11.674, p x = 2.919, W = 2.419
  local p_a = 0.3017, error = +0.0517 (+20.7 %), small-m estimate +0.0428
  hop length = 8.76 nm, sigma = 2.09e-04 S/cm
T = 100.00 K: x = 10.705, p x = 2.676, W = 2.176
  local p_a = 0.3074, error = +0.0574 (+23.0 %), small-m estimate +0.0467
  hop length = 8.03 nm, sigma = 4.63e-04 S/cm
fit of ln sigma, m ignored: p = 0.3017 (+20.7 %)
slope of ln W, m ignored: p = 0.3019
largest residual of that ln sigma fit: 9.4e-05
T0 from that fit, p free: 7.001e+04 K
T0 with p held at 1/4, m ignored: 6.186e+05 K
  inferred over true density of states: 2.12
fitted p for other prefactor powers, same T0 and window:
  m = -1.0: p = 0.3804, error +52.2 %
  m = -0.5: p = 0.3017, error +20.7 %
  m = +0.0: p = 0.2500, error +0.0 %
  m = +0.5: p = 0.2134, error -14.6 %
  m = +1.0: p = 0.1862, error -25.5 %
standard deviation of p for 0.1 % noise in sigma (linearized):
  m known: 0.0038; m fitted: 0.251
neglected effects (apparent p, m ignored, each effect alone):
  band inputs: depth 0.15 eV, mass 0.34 m_e, mobility 10 cm2/Vs
  band/hopping sigma at 100 K: 9.1e-05
  with band conduction: p = 0.3014, shift -0.0003
  with tail of 0.08 eV: p = 0.1719, shift -0.1298
  Coulomb gap, permittivity 12: 0.0059 eV
  with Coulomb gap: p = 0.3892, shift +0.0874
  shift caused by m itself: +0.0517
  film thickness / longest hop: 5.2 (film 50 nm)
  field kT/(eR) at 50 K: 0.0045 MV/cm
\end{verbatim}
